# Effective Emission Area of a Hemispherical Bump under Fowler–Nordheim Injection

## Scaling and definitions

A metal electrode under a dielectric carries a hemispherical bump of radius $R$. Far from the bump the field is uniform, and electrons tunnel from the metal into the dielectric with a local current density

$$J(F)=aF^2e^{-B/F}, \tag{1}$$

where $F>0$ is the magnitude of the surface field that pulls electrons out. The constants $a$ and $B$ are the same everywhere on the surface. If the hemisphere emits a total current $I$ and the field at its apex is $F_a$, the effective area is

$$A_{\rm eff}=\frac{I}{J(F_a)} . \tag{2}$$

Dimensions fix most of the answer. The constant $a$ cancels in (2). Electrostatics has no length of its own, so $F/F_a$ depends on position on the bump but not on $R$. What remains is one length, $R$, and one pure number, $b=B/F_a$. Hence

$$A_{\rm eff}=2\pi R^2\,g(b),\qquad b=\frac{B}{F_a}, \tag{3}$$

and the task is to find $g$. For large $b$ it behaves as $1/b$. The next order gives $1/(b+4)$, not the $1/(b+2)$ that a one-term Laplace estimate suggests.

## The field on the bump

Let $\psi$ be the potential relative to the metal, $r$ the distance from the centre of the hemisphere and $\theta$ the angle from its axis. The dielectric is uniform, free of charge and much thicker than $R$. Both $r\cos\theta$ and $r^{-2}\cos\theta$ solve Laplace's equation. The combination

$$\psi=F_0\left(r-\frac{R^3}{r^2}\right)\cos\theta \tag{4}$$

vanishes on the hemisphere $r=R$ and on the plane $\theta=\pi/2$, and tends to the uniform field $F_0$ far away. These conditions determine the solution. The surface field is

$$F(\theta)=\left.\frac{\partial\psi}{\partial r}\right|_{R}=F_0\left(1+\frac{2R^3}{r^3}\right)_{r=R}\cos\theta=3F_0\cos\theta . \tag{5}$$

Thus $F_a=3F_0$ whatever the radius, and the field falls to zero at the rim.

## The local emission law

An electron whose energy of motion normal to the surface lies $\varepsilon$ below the Fermi level meets a triangular barrier of height $\eta=\varphi+\varepsilon$. With tunnelling mass $m^*$, the WKB transmission is $e^{-G}$, where

$$G(\eta)=\frac{2\sqrt{2m^*}}{\hbar}\int_0^{\eta/eF}\!\!\sqrt{\eta-eFz}\,dz=\frac{4\sqrt{2m^*}\,\eta^{3/2}}{3e\hbar F}. \tag{6}$$

At $\eta=\varphi$ this is $B/F$, so

$$B=\frac{4\sqrt{2m^*}\,\varphi^{3/2}}{3e\hbar}. \tag{7}$$

Take free electrons of mass $m_0$ in the metal, at zero temperature, with a transmission that depends on the normal energy alone. The occupied transverse momenta fill a disc of area $2\pi m_0\varepsilon$. With two spins per cell $h^3$, the arrival rate per unit area and normal energy is $(2/h^3)(2\pi m_0\varepsilon)$, so

$$J=\frac{4\pi m_0e}{h^3}\int_0^\infty\varepsilon\,e^{-G(\varphi+\varepsilon)}\,d\varepsilon . \tag{8}$$

The upper limit may be infinite because the integrand decays within a small fraction of the Fermi energy. To first order $G(\varphi+\varepsilon)=B/F+\varepsilon/d$, with

$$\frac1d=G'(\varphi)=\frac{3B}{2\varphi F},\qquad d=\frac{2\varphi F}{3B}=\frac{e\hbar F}{2\sqrt{2m^*\varphi}} . \tag{9}$$

The integral is then $d^2e^{-B/F}$. Inserting $d^2=e^2\hbar^2F^2/(8m^*\varphi)$ and $\hbar=h/2\pi$ gives (1) with

$$a=\frac{e^3m_0}{8\pi h\,m^*\varphi}. \tag{10}$$

The factor $m_0/m^*$ comes from letting the transmission depend on the normal energy alone. If the momentum parallel to the surface is conserved, a transverse energy $E_t$ in the metal becomes $(m_0/m^*)E_t$ in the dielectric. The integral over $E_t$ then shrinks by $m^*/m_0$, and $a$ loses that factor. The area is unaffected, since $a$ cancels in (2).

The next term of $G$ is $3B\varepsilon^2/(8F\varphi^2)$. With weight $\varepsilon e^{-\varepsilon/d}$ the mean of $\varepsilon^2$ is $6d^2$, so $J$ changes by the relative amount $-(3B/8F\varphi^2)(6d^2)=-F/B$. At the apex this is $-1/b$.

## Integration over the surface

The ring between $\theta$ and $\theta+d\theta$ has area $2\pi R^2\sin\theta\,d\theta$. With $u=\cos\theta$ and $F=F_au$, equations (1) and (2) give

$$g(b)=\int_0^1u^2\exp\!\left[-b\left(\frac1u-1\right)\right]du . \tag{11}$$

Substitute $t=1/u$, so that $du=-dt/t^2$ and the limits become $\infty$ and 1:

$$g(b)=\int_1^\infty\frac{e^{-b(t-1)}}{t^4}\,dt=e^bE_4(b), \tag{12}$$

where $E_4$ is the exponential integral of order four. Within the model this holds for every $b>0$.

To expand it, define $h_n=\int_1^\infty t^{-n}e^{-b(t-1)}dt$, so that $g=h_4$. Integrating the exponential by parts gives

$$b\,h_n=1-n\,h_{n+1}. \tag{13}$$

Three uses of (13) yield

$$g=\frac1b-\frac4{b^2}+\frac{20}{b^3}-\frac{120}{b^3}h_7 . \tag{14}$$

Since $0<h_7<1/b$, the last term is of order $b^{-4}$. Multiplication by $b+4$ removes the $1/b$ term:

$$(b+4)\,g=1+\frac{20-16}{b^2}+O(b^{-3}).$$

Therefore

$$A_{\rm eff}=\frac{2\pi R^2}{b+4}\left[1+\frac4{b^2}+O(b^{-3})\right]. \tag{15}$$

## Why the one-term Laplace estimate gives 2

Write the integrand of (11) as $e^{S(u)}$ with $S=2\ln u-b(1/u-1)$. It is largest at the end point $u=1$, where

$$S'(1)=b+2,\qquad S''(1)=-(2b+2).$$

With $s=1-u$, keeping the slope alone gives $\int_0^\infty e^{-(b+2)s}ds=1/(b+2)=1/b-2/b^2+\dots$. The second derivative adds

$$-(b+1)\int_0^\infty s^2e^{-(b+2)s}\,ds=-\frac{2(b+1)}{(b+2)^3}=-\frac2{b^2}+O(b^{-3}). \tag{16}$$

This is as large as the term by which $1/(b+2)$ differs from $1/b$. Keeping one and dropping the other is inconsistent. The cubic term of $S$ and the square of the quadratic term first enter at order $b^{-3}$. The estimate $2\pi R^2/(2+B/F_a)$ is thus correct to leading order, where it equals $2\pi R^2F_a/B$, but its 2 is not the correct next term. Its relative error tends to $2/b$.

The two halves of the 4 have separate origins. If the prefactor is $F^p$ instead of $F^2$, the integrand in (12) becomes $t^{-(p+2)}e^{-b(t-1)}$, and (13) gives

$$g_p\simeq\frac1{b+p+2}. \tag{17}$$

The field power supplies $p=2$. The other 2 comes from the curvature of $1/u$: the exponent grows faster than linearly away from the apex. At $b=1000$ the numerical integral gives $1/g-b=3.996$. With $1/u-1$ replaced by its linear form $1-u$, it gives 2.002.

Equation (17) also shows that the correction $1-F/B$ to the emission law is harmless here. It changes the effective power at the apex by about $-1/b$, and so the area by a relative amount of order $1/b^2$.

## Bounds for every $b$

Since $t^{-5}<t^{-4}$ for $t>1$, we have $h_5<h_4$. Equation (13) with $n=4$ then gives $bg>1-4g$, or $g>1/(b+4)$.

For the upper bound, apply the Cauchy–Schwarz inequality to $t^{-4}=t^{-3/2}t^{-5/2}$, which gives $h_4^2\le h_3h_5$. From (13), $h_3=(1-3g)/b$ and $h_5=(1-bg)/4$. Hence

$$4bg^2\le(1-3g)(1-bg)=1-(b+3)g+3bg^2,$$

that is, $bg^2+(b+3)g\le1$. As $bg^2>0$, it follows that $(b+3)g<1$. Together,

$$\frac{2\pi R^2}{b+4}<A_{\rm eff}<\frac{2\pi R^2}{b+3}. \tag{18}$$

The form with $b+2$ therefore overestimates the area at every $b$. Some values are:

| $b$ | $g$ | $1/(b+4)$ | $1/(b+2)$ |
|---|---|---|---|
| 5 | 0.1162 | 0.1111 | 0.1429 |
| 10 | 0.0728 | 0.0714 | 0.0833 |
| 25 | 0.0346 | 0.0345 | 0.0370 |
| 50 | 0.0185 | 0.0185 | 0.0192 |

The last column is too large by 23, 14.5, 6.9 and 3.7 per cent of the exact value.

In the opposite limit, $b\to0$, the exponential in (11) drops out and $g\to\int_0^1u^2du=1/3$, the upper bound in (18). This is a limit of the integral and not of the physics: the expansion behind (1) already requires $b\gg1$.

## A hillock under a low-k film

Take a metal hillock with $R=100$ nm in a planar test capacitor whose dielectric is 1000 nm thick. The far field is 3.0 MV/cm, which needs 300 V. Rough values for a dense low-k film are $\varphi=3$ eV and $m^*=0.4\,m_0$. Equation (7) gives $B=224.5$ MV/cm, and (5) gives $F_a=9.0$ MV/cm, so

$$b=\frac{224.5}{9.0}=24.9 .$$

The hemisphere has a surface of $62\,832\ \mathrm{nm^2}$, and $g=0.03471$. Thus

$$A_{\rm eff}=62\,832\times0.03471=2181\ \mathrm{nm^2}=2.18\times10^{-11}\ \mathrm{cm^2}.$$

The form with $b+4$ gives 2171 nm², 0.45 per cent low. The form with $b+2$ gives 2332 nm², 6.9 per cent high.

The effective area is about 3.5 per cent of the surface. To leading order the current outside the angle $\theta$ falls as $e^{-b(1-\cos\theta)}$, so half of it leaves within $\theta\approx\sqrt{2\ln2/b}$, or 13.5°. The full integral gives 12.5°.

From (10), $a=1.2845\times10^{-6}\ \mathrm{A/V^2}$. The apex current density is

$$J(F_a)=1.2845\times10^{-6}\,(9.0\times10^8)^2\,e^{-24.943}\ \mathrm{A/m^2}=1.53\times10^{-3}\ \mathrm{A/cm^2},$$

and multiplication by $A_{\rm eff}$ gives $I=3.3\times10^{-14}$ A, about $2\times10^5$ electrons per second. With parallel momentum conserved, the density and the current are 0.4 of these values, and $I=1.3\times10^{-14}$ A. A flat electrode at 3.0 MV/cm emits $2.4\times10^{-23}$ of the apex density, so the surrounding plane is negligible in this model. For these parameters the supply integral (8) is 0.963 times the local law, against $1-1/b=0.960$; the difference is of second order in $1/b$.

## Corrections to the model

**Decay of the field.** Equation (1) assumes a constant field over the tunnelling length $L=\varphi/eF_a=3.3$ nm. Along a radial line at height $z$ above the surface, (4) gives

$$\psi=\frac F3\left[R+z-\frac{R^3}{(R+z)^2}\right]=F\left(z-\frac{z^2}{R}+\dots\right). \tag{19}$$

The barrier is raised by $eFz^2/R$. At the apex, put $z=Ls$ and expand the square root in the WKB integral. The relative increase of the exponent is

$$\frac{L}{R}\,\frac{\tfrac12\int_0^1s^2(1-s)^{-1/2}ds}{\int_0^1(1-s)^{1/2}ds}=\frac LR\,\frac{8/15}{2/3}=\frac{4L}{5R}. \tag{20}$$

Away from the apex $L$ is replaced by $L/u$, so the exponent becomes $b/u+0.8\,b(L/R)/u^2$. Its slope at $u=1$ has magnitude $b(1+1.6L/R)$, and

$$A_{\rm eff}\approx\frac{2\pi R^2}{b(1+1.6L/R)+4}. \tag{21}$$

This gives 2076 nm²; integration with the full potential along radial lines gives 2072 nm², 5.0 per cent below the uniform-field value. The shift $1.6\,bL/R$ is 1.33 here. It exceeds 2, the difference between $b+4$ and $b+2$, when $R<0.8\,bL$, about 67 nm for this field and barrier. These figures keep only the term in $bL/R$. Two smaller terms are also first order in $L/R$: the curvature of $1/u^2$ adds $1.6L/R$, and the change of the energy width $d$ found below adds $8L/3R$, which brings the shift to 1.47. With the full potential, $1/g$ shifts by 1.51 at $R=100$ nm, and the shift reaches 2 near 76 nm. The close match of 2076 and 2072 nm² is partly a cancellation: (21) understates the shift by 0.18, while $b+4$ overstates the uniform-field $1/g$ by 0.13. For smaller bumps field decay matters more than the choice between $b+2$ and $b+4$, and when $L/R$ is no longer small (21) fails.

The current suffers more than the area: the apex density falls to 0.46 of its value. The exponent alone gives $e^{-0.8bL/R}=0.51$. The rest comes mainly from the energy width $d$. By (20) the increase of $G(\eta)$ varies as $\eta^{5/2}$, so $1/d=G'(\varphi)$ grows by the factor $1+4L/3R$, and $d^2$ falls to 0.92 of its value.

**Temperature.** Let $w$ be the normal energy measured from the Fermi level. At temperature $T$ the factor $\varepsilon$ in (8) becomes $kT\ln(1+e^{-w/kT})$. One integration by parts gives

$$\int_{-\infty}^{\infty}kT\ln(1+e^{-w/kT})\,e^{w/d}dw=d\int_{-\infty}^{\infty}\frac{e^{w/d}\,dw}{1+e^{w/kT}}=d^2\frac{x}{\sin x},\quad x=\frac{\pi kT}{d}. \tag{22}$$

The last step uses $\int_{-\infty}^\infty e^{\alpha y}(1+e^y)^{-1}dy=\pi/\sin\pi\alpha$ for $0<\alpha<1$. This follows by shifting the contour by $2\pi i$ and collecting the residue $-e^{i\pi\alpha}$ at $y=i\pi$. Convergence requires $kT<d$. At 378 K, $kT=0.033$ eV and $d=0.080$ eV, so $x=1.28$ and the apex density rises by a factor 1.33. Because $x\propto1/F$, the factor is larger off the apex, and the area grows by 2.3 per cent. The condition $kT<d$ fails beyond $\theta\approx66°$, where (22) diverges because $G$ was linearised. With the full exponent the integral is finite, that zone carries a negligible current, and the 2.3 per cent is unchanged.

**Image force.** The image energy $-e^2/(16\pi\epsilon z)$, with a rough optical relative permittivity of 2, lowers the barrier top by $\Delta=0.80$ eV and raises the apex density 13-fold. The area changes by only $+1.2$ per cent. To see why, treat the image term to first order in the WKB integral with $z=Ls$. The powers of $F$ cancel, leaving

$$\delta G=-K\int_{s_0}^1\frac{ds}{s\sqrt{1-s}},\qquad K=\frac{3b\Delta^2}{16\varphi^2}\approx0.34 .$$

The cut-off $s_0$ marks where the image energy is comparable with $\varphi$, and is proportional to $F$. The integral varies as $-\ln s_0$, so $J$ gains a large constant factor and a weak power $F^{-K}$. By (17) the area rises by about $K/(b+4)$, or 1.2 per cent.

With all three effects included, the area is 2153 nm², 1.3 per cent below the simple value, while the current is 8.8 times larger. These figures keep the linearised supply and the flat-plane image. With the full supply integral and the image term of a sphere, the area is 2154 nm² and the current is 8.4 times the simple value. The small total for the area is partly a cancellation, since field decay lowers it and the other two effects raise it. Taken singly, none of the three changes the area here by more than 5 per cent, while the image force alone changes the current by a factor of about 14.

**Counter-electrode.** At fixed mean field, the bump's dipole has images at distances $2nD$ on both sides, where $D$ is the film thickness. Each adds a field $2R^3F_0/(2nD)^3$. Their sum raises the apex field by the fraction $\zeta(3)R^3/(2D^3)$, to leading order in $R/D$. Here this is 0.06 per cent, and the exponential grows by 1.5 per cent.

## Comparison with a real film

The barrier and mass are rough, and the apex field is far above use conditions. It also exceeds a rough breakdown field of 7 MV/cm, out to roughly 14 nm above the apex along the axis, and on the surface out to $\theta\approx39°$, which covers practically the whole emitting region. The example describes a short stress near failure, not an operating point.

The assumption of a charge-free dielectric can fail quickly. With a static relative permittivity of 3, a sheet of $1.5\times10^{11}$ trapped electrons per cm², covering the apex region just beyond the tunnelling length, lowers the field between itself and the metal by about 1 per cent, and the current density to 0.76 of its value. This treats the charge as smooth, which is crude: it is only about three electrons over $A_{\rm eff}$, some 26 nm apart against $L=3.3$ nm. Randomly placed point charges at that height over a flat electrode nearly block emission beneath each one and do little elsewhere, and the mean exponential factor is about 0.82 instead of 0.78. At the simple apex density this charge arrives in 16 µs; that is the filling time if every electron is trapped, and a smaller capture probability lengthens it. Trapping weakens emission first where it is strongest, and so tends to spread the current over a larger area. Conduction through bulk traps, which can dominate leakage in low-k films, is left out because it needs trap densities and depths. A measured current therefore cannot be divided by $J(F_a)$ to obtain an emission area until trapping and bulk conduction have been excluded. Even then $J(F_a)$ must include the corrections above, which change it here by a factor of about 9, and its prefactor remains uncertain. It carries the factor $m^*/m_0=0.4$ when parallel momentum is conserved, and the WKB form omits wave matching at the sharp interface, which, with $\psi'/m$ continuous, multiplies the transmission here by about 2 for Fermi energies from 5.5 to 11.7 eV. The numerical output lists the remaining values.

## Table of computed values

```
bump radius R = 100 nm; gap D = 1000 nm
far field F0 = 3.0 MV/cm; apex = 9.0 MV/cm
voltage F0*D = 300 V
barrier = 3.0 eV; mass ratio = 0.40; T = 378 K
relative permittivity: optical 2.0, static 3.0
B = 224.5 MV/cm; b = B/F_apex = 24.943
prefactor a = 1.2845e-06 A/V^2
tunnel length L = 3.333 nm; L/R = 0.0333
supply integral / local law = 0.9629; 1-1/b = 0.9599
hemisphere surface 2 pi R^2 = 62832 nm^2
g(b) exact = 0.034707
area exact = 2180.7 nm^2 = 2.1807e-11 cm^2
area with b+4 = 2170.9 nm^2; error -0.45 %
area with b+2 = 2332.0 nm^2; error 6.94 %
radius of disc of equal area = 26.3 nm
half of current inside polar angle = 12.45 deg
apex current density = 1.5299e-03 A/cm^2
total current = 3.3364e-14 A = 2.082e+05 electrons/s
flat electrode J / apex J = 2.40e-23
b, exact g, 1/(b+4), 1/(b+2), error of last (%):
  5, 0.116205, 0.111111, 0.142857, 22.94
  10, 0.072778, 0.071429, 0.083333, 14.50
  25, 0.034638, 0.034483, 0.037037, 6.92
  50, 0.018543, 0.018519, 0.019231, 3.71
1/g - b at b = 1000: 3.9960; exponent linearised: 2.0020
third series coefficient estimated at b = 1000: 19.88
field-decay coefficient = 0.8015
effect restored: area (nm^2), area change (%), apex J factor, current factor:
  field decay: 2072.1, -4.98, 0.464, 0.441
  image force: 2207.2, +1.21, 13.429, 13.592
  temperature: 2230.6, +2.29, 1.334, 1.364
  all three: 2152.6, -1.29, 8.874, 8.760
area from decay slope formula = 2075.5 nm^2
kT = 0.0326 eV; d = 0.0802 eV; x = 1.276
thermal factor x/sin x = 1.334
image-force barrier lowering = 0.805 eV
counter-electrode: apex field +0.0607 %, exponential factor 1.0153
over-barrier emission / apex J = 6.09e-20
rough breakdown field = 7.0 MV/cm
field on axis exceeds it out to 14.5 nm from the apex
trapped charge lowering apex field 1 % = 1.49e+11 electrons/cm^2
time to collect it if all electrons stick = 1.56e-05 s
apex J factor for a 1 % lower field = 0.762
```
